# Mean electrostatic potential of a crystal of frozen neutral atoms

## The constant lost between two bulk calculations

A first-principles estimate of a contact barrier can start from two separate bulk calculations, one for the metal and one for the semiconductor. Each gives band energies relative to the mean electrostatic potential of its own crystal. Before the two sets are subtracted, one must decide what to use for the difference of the two means. A periodic calculation that sets the zero-wavevector component of the potential to zero in both crystals has discarded that difference. If each crystal is modelled as a superposition of neutral spherical atoms, it can be restored from one number per atom, the second moment of the electron density.

### Model and conventions

Hartree atomic units are used. The potential \(\phi\) is that felt by a positive unit charge, so an electron has potential energy \(-\phi\). An atom has a point nucleus of charge \(Z\) and a spherical electron number density \(n(r)\), with

\[
\int n\,d^3r=Z,\qquad Q=\int n(r)\,r^2\,d^3r .
\tag{1}
\]

Its total charge density is \(\rho=Z\delta(\mathbf r)-n(r)\). We assume that \(n\) has a finite radius or decays exponentially, so that the integrals and lattice sums below converge. The atoms are frozen: each keeps its density when placed in the crystal. Each atomic potential is zero at infinity, and the crystal potential is the sum of the atomic ones.

### Potential of one atom

At distance \(r\) from the nucleus, an electron shell of radius \(s<r\) acts as if its charge were at the centre, while a shell with \(s>r\) gives the constant potential of its own surface. Hence

\[
\phi(r)=\frac Zr-\frac1r\int_0^r4\pi s^2n(s)\,ds-\int_r^\infty4\pi s\,n(s)\,ds .
\tag{2}
\]

Neutrality allows \(Z\) to be written as \(\int_0^\infty4\pi s^2n\,ds\). The part with \(s<r\) cancels the second term, leaving

\[
\phi(r)=\int_r^\infty4\pi s^2n(s)\left(\frac1r-\frac1s\right)ds .
\tag{3}
\]

Since \(s\ge r\), the integrand is non-negative, and so is \(\phi\). The nuclear charge is incompletely screened at any radius that still has electrons outside it. If the density ends at radius \(R\), the potential vanishes for \(r\ge R\).

Now integrate (3) over all space. Because the integrand is non-negative, the order of integration may be exchanged. For a given shell radius \(s\), the variable \(r\) runs from 0 to \(s\):

\[
\int\phi\,d^3r=\int_0^\infty4\pi s^2n(s)
\left[\int_0^s4\pi r^2\left(\frac1r-\frac1s\right)dr\right]ds .
\tag{4}
\]

The bracket is

\[
4\pi\left(\frac{s^2}{2}-\frac{s^3}{3s}\right)=\frac{2\pi}{3}s^2 ,
\tag{5}
\]

and therefore

\[
\int\phi\,d^3r=\frac{2\pi}{3}\int_0^\infty4\pi s^4n(s)\,ds=\frac{2\pi}{3}Q .
\tag{6}
\]

The nucleus sits at \(r=0\) and adds nothing to the second moment of the total charge. Thus \(\int\rho r^2d^3r=-Q\), which fixes the sign when (6) is written in terms of \(\rho\).

### From the atom to the crystal

Let atom \(a\) of the cell be at \(\boldsymbol\tau_a\), and let \(\mathbf R\) run over the lattice vectors. The mean over a cell of volume \(\Omega\) is

\[
\bar\phi=\frac1\Omega\sum_a\sum_{\mathbf R}\int_{\rm cell}
\phi_a(\mathbf r-\mathbf R-\boldsymbol\tau_a)\,d^3r .
\tag{7}
\]

For fixed \(a\), replace \(\mathbf r-\mathbf R\) by a new variable. As \(\mathbf R\) runs over the lattice, the shifted cells fill all space once, so the sum of cell integrals becomes one integral of \(\phi_a\) over all space. With (6),

\[
\boxed{\;\bar\phi=\frac{2\pi}{3\Omega}\sum_aQ_a
=-\frac{2\pi}{3\Omega}\sum_a\int\rho_a r^2\,d^3r\;}
\tag{8}
\]

where \(r\) is measured from the nucleus of each atom. The mean potential energy of an electron is \(-\bar\phi\).

No step required the atoms to stay apart. If they do not overlap, the potential between the spheres is zero by (3), and the mean comes from the sphere interiors. If they overlap, the potentials add because Poisson's equation is linear. At fixed atomic densities \(\bar\phi\) varies as \(1/\Omega\) and tends to zero for a dilute crystal.

### The zero-wavevector term

The same result follows in reciprocal space. Define the form factor

\[
f(G)=\int n(r)\,\frac{\sin Gr}{Gr}\,d^3r .
\tag{9}
\]

Poisson's equation, \(-\nabla^2\phi=4\pi\rho\), gives for one atom at the origin the Fourier component per cell

\[
\phi_G=\frac{4\pi}{\Omega}\,\frac{Z-f(G)}{G^2}.
\tag{10}
\]

Using \(\sin x/x=1-x^2/6+\dots\), we have \(f=Z-G^2Q/6+\dots\), so

\[
\lim_{G\to0}\phi_G=\frac{4\pi}{\Omega}\,\frac Q6=\frac{2\pi Q}{3\Omega}.
\tag{11}
\]

Neutrality removes the divergence, but a finite constant remains. Setting it to zero is harmless for the band energies of one crystal at fixed volume, which all shift together. It matters when two crystals are compared.

A pseudopotential calculation needs one more constant. Let the local ionic potential energy of an electron be \(v_{\rm loc}(r)\), equal to \(-Z_v/r\) outside the core, and let \(n_v\) be the valence density of the neutral pseudo-atom, with second moment \(Q_v\). Adding and subtracting \(Z_v/r\) splits the electron's potential energy into \(v_{\rm loc}+Z_v/r\) and minus the potential of a point charge \(Z_v\) screened by \(n_v\). Applying (6) to the second part, the integral over one atom is

\[
\int\left(v_{\rm loc}+\frac{Z_v}{r}\right)d^3r-\frac{2\pi}{3}Q_v .
\tag{12}
\]

Dividing by \(\Omega\) and summing over atoms gives the mean to be used with band energies measured from that same mean. Some programs keep the first integral in the zero-wavevector term of the local potential; their band energies already contain it, and only the \(Q_v\) term is then to be added.

### What the zero of potential refers to

Equation (8) has a definite zero: the vacuum outside a finite body made of whole frozen atoms. Deep inside such a body, the missing distant atoms would have added exponentially small potentials, so the infinite sum applies.

The periodic charge density alone does not contain this information. To see this, build a slab from identical layers with spacing \(d\), and let \(\lambda(z)\) be the charge of one layer per unit length for a surface area \(A\), with \(\Omega=Ad\). The plane-averaged potential of the layer obeys \(\phi''=-4\pi\lambda/A\). If the layer is neutral, \(\phi'\) vanishes on both sides. The potential difference across it is then

\[
\phi(\infty)-\phi(-\infty)=-\int z\,\phi''\,dz
=\frac{4\pi}{A}\int z\lambda\,dz ,
\tag{13}
\]

which vanishes if the layer has no dipole. With zero potential on both sides, two integrations by parts have no boundary terms and give

\[
\int\phi\,dz=-\int z\,\phi'\,dz=\frac12\int z^2\phi''\,dz
=-\frac{2\pi}{A}\int z^2\lambda\,dz .
\tag{14}
\]

Stacking the layers and averaging over one period deep inside yields

\[
\bar\phi=-\frac{2\pi}{\Omega}\int z^2\lambda(z)\,dz .
\tag{15}
\]

For one whole spherical atom per layer cell, the electron average of \(z^2\) is one third of that of \(r^2\). Then \(\int z^2\lambda\,dz=-Q/3\), and (15) returns (8). The direction of \(z\) has dropped out, so in this model the mean is the same for every surface orientation.

That independence is lost for neutral, dipole-free units whose second moments differ along different axes, because (15) contains the moment along the surface normal. Units with a net charge, or with a dipole along the surface normal, violate the assumptions behind (15). For an ionic crystal, inserting the second moments of the separate ions into (8) is therefore not justified in general. The ions must first be grouped into neutral units without a dipole along the normal, and (15) applied to those units. The grouping fixes the termination, and the result depends on it. In rocksalt with ionic charges \(\pm1\) and cube edge \(a\), the (100) layers are neutral and (15) returns (8) with the ion moments. Along (111), a cation layer between two half anion layers at distance \(a/(2\sqrt3)\) adds \(+2\pi/(3a)\) to the mean, and the opposite grouping adds \(-2\pi/(3a)\).

### Frozen hydrogen atoms

For hydrogen, \(Z=1\) and \(n=e^{-2r}/\pi\). The two integrals needed in (3) are

\[
\int_r^\infty4s^2e^{-2s}ds=(2r^2+2r+1)e^{-2r},\qquad
\int_r^\infty4s\,e^{-2s}ds=(2r+1)e^{-2r}.
\tag{16}
\]

Dividing the first by \(r\) and subtracting the second gives

\[
\phi(r)=\left(2r+2+\frac1r-2r-1\right)e^{-2r}
=\left(1+\frac1r\right)e^{-2r}.
\tag{17}
\]

The second moment is

\[
Q=4\int_0^\infty r^4e^{-2r}dr=4\,\frac{4!}{2^5}=3\ \text{bohr}^2 .
\tag{18}
\]

Equation (6) then predicts \(\int\phi\,d^3r=2\pi\). Direct integration of (17) agrees: \(4\pi\int_0^\infty(r^2+r)e^{-2r}dr=4\pi(1/4+1/4)=2\pi\). On a simple cubic lattice with constant \(a\),

\[
\bar\phi=\frac{2\pi}{a^3}.
\tag{19}
\]

Take the round value \(a=4\) bohr, or 0.212 nm. The cell volume is 64 bohr³, and

\[
\bar\phi=\frac{2\pi}{64}=0.09817\ \text{hartree}/e=2.67\ \text{V}.
\tag{20}
\]

The mean potential energy of an electron is \(-2.67\) eV relative to the vacuum defined above. Two calculations that do not use the second moment give the same value, 0.098175 hartree/\(e\): a three-dimensional average of the explicit lattice sum of (17), and an integration of the plane-averaged Poisson equation through a slab of nine atomic layers, starting from vacuum.

These atoms overlap. By the first integral in (16), the electron fraction beyond \(a/2=2\) bohr is \(13e^{-4}=0.238\). The potential between the atoms is correspondingly non-zero. Midway between neighbours it is 0.0563 hartree/\(e\), of which the two nearest atoms supply \(2(1+1/2)e^{-4}=0.0549\). At the cell corner, the point farthest from the nuclei, it is 0.0101 hartree/\(e\). The mean exceeds both values because it includes the regions near the nuclei, where \(\phi\) rises as \(1/r\).

A non-overlapping case is obtained by replacing each electron cloud with a uniform ball of radius \(R=2\) bohr, at the same \(a\) and \(Z\). Then \(Q=3R^2/5=2.4\) bohr², and the mean is \(2\pi(2.4)/(3\times64)=0.0785\) hartree/\(e\). It is lower than for hydrogen in the ratio \(2.4/3\), although the number of electrons is unchanged. The second moment gives large weight to the outer tail.

### The same bulk with another surface

The tail also shows how much the termination matters. Integrating the hydrogen density over a plane, with \(r^2=x^2+y^2+z^2\), gives the electron number per unit length

\[
N(z)=2\int_{|z|}^\infty r\,e^{-2r}dr=\left(|z|+\frac12\right)e^{-2|z|}.
\tag{21}
\]

Consider a slab with surfaces parallel to a cube face. Instead of letting the outer atoms keep their tails, cut the periodic electron density sharply at the outer cell planes, half a lattice constant beyond the last nuclei. Each layer is now one slice of the periodic density. It is neutral and symmetric, so (15) applies with the folded moment

\[
M=\int_{-a/2}^{a/2}z^2\sum_kN(z-ka)\,dz=0.7434\ \text{bohr}^2 ,
\tag{22}
\]

where \(k\) runs over the integers. For whole atoms the corresponding moment is \(Q/3=1\) bohr². Folding moves each piece of tail from outside the slice to an equivalent position nearer the nucleus, which reduces \(z^2\). The new mean is

\[
\bar\phi_{\rm cut}=\frac{2\pi(0.7434)}{64}=0.0730\ \text{hartree}/e ,
\tag{23}
\]

lower than (20) by 0.0252 hartree/\(e\), or 0.69 V. That is about 26% of the whole-atom value. Unlike (8), this shift depends on the orientation. For layer spacing \(d\), the Fourier series of the periodic density gives \(M=d^2/12+4\sum_{m\ge1}(-1)^mf(g_m)/g_m^2\), with \(g_m=2\pi m/d\) and \(f(G)=16/(4+G^2)^2\) for hydrogen. The more closely spaced (110) and (111) layers have \(M=0.509\) and \(0.380\) bohr², lowering the mean by 1.31 and 1.66 V.

Deep inside, the two slabs have the same density, apart from exponentially small tails of missing layers. The shift arises at the surfaces. Whole atoms let negative charge spill into the vacuum and leave positive charge behind, a dipole that raises the interior potential. The sharp cut removes this spill-out.

### Line-up of two crystals and the barrier

Place the crystal with \(a=4\) bohr against a second frozen hydrogen crystal with \(a=5\) bohr, for which \(\bar\phi=2\pi/125=0.0503\) hartree/\(e\). Since both means refer to the same vacuum and the potentials of whole atoms add, the step between the two interiors is

\[
\Delta\bar\phi=0.09817-0.05027=0.0479\ \text{hartree}/e=1.30\ \text{V}.
\tag{24}
\]

Integration of the plane-averaged Poisson equation through a junction of nine and eight layers gives the same step, 0.04791 hartree/\(e\). Setting both bulk averages to zero would lose this 1.30 V.

For a metal m and a semiconductor s, let \(\varepsilon_F\) and \(\varepsilon_c\) be the Fermi energy and the conduction-band edge, each measured from the mean electron potential energy of its own crystal. On a common scale these energies are \(\varepsilon_F-\bar\phi_m\) and \(\varepsilon_c-\bar\phi_s\). The electron barrier, before band bending in the semiconductor and image-force lowering are considered, is

\[
\Phi_n=\varepsilon_c-\varepsilon_F+(\bar\phi_m-\bar\phi_s)+D .
\tag{25}
\]

Here \(D\) is the additional potential of the metal relative to the semiconductor caused by the difference between the real charge density and the superposed atoms. It includes charge transfer at the interface, and also changes of the density throughout either bulk. By (13) and (15), a symmetric contraction of the interface layer alone leaves the step unchanged, while a contraction of the atoms throughout one crystal shifts it. The frozen-atom model sets \(D=0\). Equation (8) supplies the bracket; it supplies neither the band energies nor \(D\).

### How far the number can be trusted

The hydrogen lattice is a model, not a proposed contact material: ordinary condensed hydrogen consists of molecules. Its spacing of 0.21 nm is somewhat shorter than the roughly 0.25 to 0.3 nm between neighbours in many metals. Real crystals also break the assumption of frozen atoms. As an illustration, contract the density to \(n=\zeta^3e^{-2\zeta r}/\pi\) with \(\zeta=1.1\) bohr⁻¹, at fixed \(a=4\) bohr. Scaling lengths by \(1/\zeta\) gives \(Q=3/\zeta^2=2.479\) bohr², and the mean falls to 0.0811 hartree/\(e\). The change is \(-0.46\) V, or \(-17\)% of (20). If the second crystal is left unchanged, the step in (24) falls from 1.30 to 0.84 V.

This contraction is chosen, not calculated self-consistently, and in a full calculation the band energies would change with it. Metal-semiconductor barriers are roughly some tenths of an electronvolt to about one electronvolt. The shifts found here, 0.46 V for contraction and 0.69 to 1.66 V for a sharp termination, are of that size or larger. A superposed-atom line-up is therefore a starting point, defined only once the atomic configurations that fix each \(Q\) are specified, and a quantitative barrier requires the self-consistent potential step across the actual interface. The numerical output below lists the values to more digits for comparison.

## Table of computed values

```
Lattice constant: 4.0 bohr = 0.2117 nm
Cell volume: 64.0 bohr^3
Hydrogen second moment Q: 3.000000 bohr^2
Volume integral of atomic potential, Poisson: 6.28318 hartree bohr^3/e
Mean potential, moment formula: 0.098175 hartree/e
Mean potential, moment formula: 2.6715 V
Mean electron potential energy: -2.6715 eV
Mean potential, 3D cell quadrature: 0.098175 hartree/e
Mean potential, whole-atom slab: 0.098175 hartree/e
Fourier potential at G=0.1/bohr: 0.097808 hartree/e
Fourier potential at G=0.01/bohr: 0.098171 hartree/e
Potential midway between neighbours: 0.056302 hartree/e
Potential at cell corner: 0.010149 hartree/e
Electron fraction beyond a/2: 0.2381 (no unit)
Uniform ball radius: 2.0 bohr
Uniform ball second moment: 2.4000 bohr^2
Mean potential, touching balls: 0.078540 hartree/e
Folded z^2 moment, cut density: 0.74340 bohr^2
Mean potential, cut slab: 0.072983 hartree/e
Termination shift, cut minus whole: -0.02519 hartree/e
Termination shift, cut minus whole: -0.685 V
Second lattice constant: 5.0 bohr
Mean potential, second lattice: 0.050265 hartree/e
Junction step, first minus second: 0.04791 hartree/e
Junction step, first minus second: 1.304 V
Second moment at exponent 1.1/bohr: 2.47934 bohr^2
Mean potential at exponent 1.1/bohr: 0.08114 hartree/e
Contraction shift: -0.464 V
```
